# Raw bulk eigenvalues do not give absolute deformation potentials

Join a compressed crystal to a stretched piece of the same crystal and ask which half holds an electron at the bottom of the conduction band. In the model worked out below, subtracting the raw eigenvalues of two separate bulk calculations puts the electron in the stretched half, where the band edge appears to be 0.355 eV lower. The joined crystal puts it in the compressed half, whose edge is 0.116 eV lower. Each bulk calculation is converged. The error lies in subtracting two energies measured from different zeros.

## The belief and its appeal

An absolute deformation potential is the shift of a single band edge per unit strain,

$$
D_n=\frac{d\varepsilon_n}{d\ln\Omega},
$$

where $\Omega$ is the cell volume. The belief is that two bulk cells of slightly different volume suffice: take the edge from each, subtract, and divide by $\Delta\ln\Omega$.

There are good reasons to find this plausible. The same code, basis and atomic potentials are used twice, so any arbitrary constant seems bound to cancel. The result is reproducible and converges smoothly. The same subtraction also gives the correct strain derivative of the model's gap.

The flaw is that the same rule for choosing zero need not select the same physical energy at two volumes. "Arbitrary" here means conventional, not random.

## What a periodic cell leaves undetermined

I use atomic units in the equations and quote energies in eV. Let $V$ be the potential energy of an electron and $\rho$ the charge density, positive for the cores. The electrostatic potential obeys $\phi''=-4\pi\rho$ when quantities vary along $x$ alone. Since an electron has charge $-1$, $V=-\phi$, and therefore

$$
V''=4\pi\rho .
$$

Insert $V=\sum_G V_Ge^{iGx}$ and the corresponding series for $\rho$. Two derivatives give a factor $(iG)^2=-G^2$, so

$$
-G^2V_G=4\pi\rho_G .
$$

For $G\neq0$ this fixes $V_G$. For $G=0$ a neutral cell has $\rho_0=0$, and the equation reads $0=0$. The mean potential $V_0$ must be supplied by a convention.

Suppose one convention differs from another by a constant $c(\Omega)$. If $H\psi_n=\varepsilon_n\psi_n$, then

$$
(H+c)\psi_n=(\varepsilon_n+c)\psi_n .
$$

The wavefunctions and density are unchanged. So is the electrostatic energy $U=\frac12\int\rho\phi\,dx=-\frac12\int\rho V\,dx$, because

$$
\Delta U=-\frac c2\int_{\rm cell}\rho\,dx=0 .
$$

Neither the density nor the energy can reveal which constant was used. The deformation potential, however, changes:

$$
D_n\longrightarrow D_n+\frac{dc}{d\ln\Omega}.
$$

A constant independent of volume would be harmless; one that varies with volume is not. For the gap the extra term occurs twice with opposite signs,

$$
\left(D_c+\frac{dc}{d\ln\Omega}\right)-\left(D_v+\frac{dc}{d\ln\Omega}\right)=D_c-D_v ,
$$

which is why success with gaps says nothing about the individual edges.

## A model in which the missing term is known

Consider parallel layers with spacing $a$. Each is a positive Gaussian sheet of width $s_c$ and a negative one of width $s_e$, with equal and opposite charges $\pm\sigma$ per area. The layers are rigid: strain moves them but does not change their charge profiles. The lateral area is fixed, so $d\ln\Omega=d\ln a$.

One electron moves along $x$ in this prescribed potential. The two edges of the first gap, at $k=\pi/a$, are called the valence and conduction edges. The potential is not made self-consistent with a filling of these bands.

Each layer is neutral and symmetric, so its potential energy $v(x)$ vanishes on both sides far away. That vacuum level is a reference shared by stacks of any spacing. Deep inside a long stack $V(x)=\sum_jv(x-ja)$, and its average over one period is

$$
\bar V(a)=\frac1a\sum_j\int_0^a v(x-ja)\,dx
=\frac1a\int_{-\infty}^{\infty}v(x)\,dx\equiv\frac Ia ,
$$

because the shifted intervals together cover the whole line once.

To find $I$, multiply $v''=4\pi\rho_{\rm layer}$ by $x^2$ and integrate by parts twice:

$$
\int x^2v''\,dx=\left[x^2v'-2xv\right]_{-\infty}^{\infty}+2\int v\,dx=2I .
$$

The boundary terms vanish because $v$ decays like the Gaussian tails. The left side is $4\pi\int x^2\rho_{\rm layer}\,dx$, and a normalized Gaussian of width $s$ has second moment $s^2$. Hence

$$
I=2\pi\int x^2\rho_{\rm layer}\,dx=2\pi\sigma(s_c^2-s_e^2).
$$

With $s_e>s_c$, $I$ is negative: the interior of the stack attracts an electron relative to vacuum. Stretching dilutes this attraction. Since $I$ does not depend on $a$,

$$
\frac{d\bar V}{d\ln a}=a\frac{d}{da}\left(\frac Ia\right)=-\frac Ia>0 .
$$

A calculation that sets the mean potential to zero has removed $\bar V(a)$, a different amount at each spacing. Restoring it gives

$$
D_n=D_n^{\rm zero\ mean}-\frac Ia .
$$

In the limit $\sigma\to0$, $I$ vanishes and both edges tend to the free-electron energy $\pi^2/(2a^2)$. The raw derivative $-\pi^2/a^2$ is then correct, because there is no potential whose mean could be lost.

The same argument works in three dimensions for rigid, neutral, spherical atoms whose potential vanishes outside their charge. As $\nabla^2r^2=6$, integration by parts gives $\int r^2\nabla^2v\,d^3r=6\int v\,d^3r$. With $\nabla^2v=4\pi\rho_{\rm atom}$, each atom contributes

$$
\frac1\Omega\int v\,d^3r=\frac{2\pi}{3\Omega}\int r^2\rho_{\rm atom}\,d^3r
$$

to the mean. This again varies as $1/\Omega$.

## The size of the error

Take $\sigma=0.060\ e/{\rm bohr}^2$, $s_c=0.50$ bohr, $s_e=2.20$ bohr and $a=6.00$ bohr. Then $I=-47.09$ eV bohr, and

$$
-\frac Ia=\frac{47.09}{6.00}=7.848\ {\rm eV}.
$$

The zero-mean calculation gives $-10.608$ eV for the valence edge and $-5.908$ eV for the conduction edge, per unit $\ln a$. With the vacuum reference restored,

$$
D_v=-10.608+7.848=-2.760\ {\rm eV},
$$

$$
D_c=-5.908+7.848=1.940\ {\rm eV}.
$$

The conduction value changes sign. Doubling the basis leaves the raw values unchanged to the printed digits, so better convergence does not supply the missing term.

Other conventions give other raw answers. One keeps the finite difference between the potential of the smeared positive sheet and that of an ideal sheet. The moment formula, applied to the Gaussian minus the ideal sheet, gives this difference the integral $2\pi\sigma s_c^2$. The mean is then $2\pi\sigma s_c^2/a$, and the raw conduction value becomes $-6.335$ eV. Setting the potential to zero midway between layers gives $-8.697$ eV. In all these conventions the gap derivative is 4.700 eV, as in

$$
D_c-D_v=1.940-(-2.760)=4.700\ {\rm eV}.
$$

## Letting one crystal decide

Now put both strain states in one periodic cell: 60 layers at $a_1=5.820$ bohr and 60 at $a_2=6.180$ bohr, with spacing $(a_1+a_2)/2$ at the two boundaries. The cell still has an undetermined constant, but both halves share it, so it cancels from their difference. The predicted potential step is

$$
\Delta\equiv\bar V_2-\bar V_1=I\left(\frac1{a_2}-\frac1{a_1}\right)=0.4713\ {\rm eV}.
$$

Averaging the joint potential over one period in the middle of each half, using its $G\neq0$ components alone, gives the same 0.4713 eV.

The energy levels provide a second measurement. For $N$ layers per half the cell length is $N(a_1+a_2)$, so its mean potential relative to vacuum is $\bar V_S=2I/(a_1+a_2)$. Relative to that mean, the compressed half lies at

$$
\bar V_1-\bar V_S=\frac I{a_1}-\frac{2I}{a_1+a_2}
=\frac{I(a_2-a_1)}{a_1(a_1+a_2)}
=-\Delta\,\frac{a_2}{a_1+a_2},
$$

where the last step uses $\Delta=-I(a_2-a_1)/(a_1a_2)$. If the joint cell is calculated with zero mean, an edge confined in the compressed half should therefore approach

$$
E_\infty=\varepsilon_1^{\rm raw}-\Delta\,\frac{a_2}{a_1+a_2}.
$$

In a wide well the confined levels nearest the band edge have wavenumbers, measured from the zone boundary $\pi/a_1$, nearly proportional to $n=1,2$. The band is parabolic close to its edge, so to leading order $E_n=E_\infty+Cn^2$ and $4E_1-E_2=3E_\infty$. Here $C$ is positive for the conduction band and negative for the valence band, whose levels are counted downward from the top. The two lowest conduction levels give

$$
E_\infty=\frac{4(6.01981)-6.03079}{3}=6.01615\ {\rm eV}.
$$

The raw bulk edge at $a_1$ is 6.2588 eV. Solving for the step,

$$
\Delta=(6.2588-6.01615)\,\frac{5.820+6.180}{6.180}=0.4712\ {\rm eV}.
$$

The valence levels, treated in the same way, give 0.4713 eV. Two band edges and a direct potential average thus agree on the step.

The raw conduction offset, stretched minus compressed, is $5.9036-6.2588=-0.3552$ eV. Adding the step gives $-0.3552+0.4713=0.1161$ eV, so the compressed half has the lower edge. The eigenstate confirms it: 99.6% of its density lies there.

Dividing the offset obtained from the levels by the strain difference gives

$$
D_c\simeq\frac{0.1160}{0.060018}=1.93\ {\rm eV},
$$

close to the small-strain derivative of 1.94 eV.

The valence edge is a subtler case. Its raw offset is $-0.637$ eV and its aligned offset is $-0.166$ eV. Both place the highest valence state in the compressed half, where 99.9% of its density is found. The raw numbers get the location right while overstating the offset by a factor of 3.8. A correct sign therefore does not establish a correct reference.

## What carries over to a real solid

The formula $-I/a$ belongs to rigid layers. In a real solid the charge density responds to strain and to the boundary between strained regions. The bulk edges should then be measured from the mean potential of their own cell, and the step between the two means taken from one self-consistent calculation containing both strain states:

$$
\Delta\varepsilon_n=(\varepsilon_n-\bar V)_2-(\varepsilon_n-\bar V)_1+(\bar V_2-\bar V_1)_{\rm joint}.
$$

Each of the first two brackets is independent of the constant chosen in its bulk cell, and the third is independent of the constant chosen in the joint cell. For the three to be added, the same kind of electrostatic potential must be averaged in the bulk and joint calculations.

Both regions must be thick enough to have a bulk-like interior. There must also be no macroscopic electric field, such as a piezoelectric one. With a field the averaged potential slopes, and the step depends on where it is read. The strain geometry must be stated too: two regions matched along a plane share their in-plane lattice, so one such cell describes a uniaxial strain difference, not a hydrostatic one.

The formula gives the offset of the junction that was calculated. It yields a bulk deformation potential only if the step does not depend on how the boundary is built. For the neutral, symmetric layers above this holds, since each layer carries its own $I$. It can fail when the planes normal to the strain axis are charged, even with no field. Take rigid sheets of equal width and charge $\pm\sigma$ alternating at spacing $a/2$. With the boundaries on positive sheets, each region is a stack of neutral symmetric units: $+\sigma/2$ at $-a/2$, $-\sigma$ at $0$, $+\sigma/2$ at $a/2$. Their second moment is $\sigma a^2/4$, so $\bar V=\pi\sigma a/2$ and the step is $+\pi\sigma(a_2-a_1)/2$. With the boundaries on negative sheets all signs reverse. For the $\sigma$, $a_1$ and $a_2$ used above the step is $\pm0.92$ eV. Along such polar directions the structure of the boundary must be stated together with the result.

Aligning the two bulk cells on a deep level removes the convention but does not by itself give an absolute value. If that level has its own absolute shift $D_{\rm deep}$, the alignment yields $D_n-D_{\rm deep}$. The constant has cancelled, but the result is absolute only after $D_{\rm deep}$ has been found from a shared reference and added back. The remainder can be much smaller than the error of the raw subtraction. In the model, a level that simply follows the potential at a layer centre is moved by the tails of the two neighbouring layers, $D_{\rm deep}\simeq4\pi\sigma a\,{\rm erfc}\!\left(a/\sqrt2s_e\right)=0.79$ eV, compared with the missing 7.85 eV.

The complete numerical output follows.

## Values computed for the example and the checks

```
Sheet charge sigma = 0.060 e/bohr^2
Positive-sheet width = 0.50 bohr
Negative-sheet width = 2.20 bohr
Reference spacing a = 6.00 bohr
Layer integral I = -47.0863 eV bohr
Physical mean I/a = -7.8477 eV
Zero-mean valence edge = 0.9564 eV
Zero-mean conduction edge = 6.0739 eV
Gap = 5.1176 eV
Midpoint-convention shift = -4.2629 eV
Deformation potentials per unit ln a, in eV:
  zero mean: valence -10.608, conduction -5.908, gap 4.700
  core term kept: valence -11.035, conduction -6.335, gap 4.700
  midpoint zero: valence -13.397, conduction -8.697, gap 4.700
  vacuum reference: valence -2.760, conduction 1.940, gap 4.700
Zero mean, doubled basis: valence -10.608, conduction -5.908 eV
Reference term -I/a = 7.848 eV
Layers per region = 60
Compressed spacing = 5.820 bohr
Stretched spacing = 6.180 bohr
Supercell length = 720.0 bohr
ln(a2/a1) = 0.060018
Potential step, moment formula = 0.4713 eV
Potential step, cell averages = 0.4713 eV
Stretched minus compressed, and supercell results:
valence: raw edges 1.2867, 0.6494 eV
  raw offset = -0.6373 eV
  aligned offset = -0.1660 eV
  confined levels = 1.04182, 1.03541 eV
  extrapolated edge = 1.04396 eV
  step from levels = 0.4713 eV
  offset from levels = -0.1659 eV
  D from supercell = -2.765 eV
  weight in compressed region = 0.9991
conduction: raw edges 6.2588, 5.9036 eV
  raw offset = -0.3552 eV
  aligned offset = 0.1161 eV
  confined levels = 6.01981, 6.03079 eV
  extrapolated edge = 6.01615 eV
  step from levels = 0.4712 eV
  offset from levels = 0.1160 eV
  D from supercell = 1.933 eV
  weight in compressed region = 0.9963
```
